# Heralded Purity 11/12 from a Microring with Equal Linewidths and Short Pump

A silicon microring with a loaded linewidth of 1.93 GHz, pumped by a 200 ps Gaussian pulse, gives heralded photons of calculated purity 0.7935. With the ring unchanged, a 50 ps pulse raises this to 0.907 and a 20 ps pulse to 0.916. A 5 ps pulse gives 0.917, and there the gain stops. Shortening the pulse removes the frequency correlation imposed by a narrow pump spectrum, yet something keeps the purity below one. That remainder is a timing correlation made by the ring itself, and its size can be found in closed form.

Let pump, signal and idler occupy three resonances of one ring coupled to one bus waveguide. The field in each resonance decays as \(e^{-\gamma t}\), so the energy decays at \(2\gamma\) and the intensity linewidth is \(2\gamma\) in angular frequency. The bus contributes \(\kappa_e\) to \(\gamma\), and internal loss contributes the rest. At critical coupling \(\kappa_e=\gamma/2\). Dispersion and nonlinear phase shifts are set aside at first, and the pair probability is small enough for first-order perturbation theory.

The pump pulse is much shorter than \(1/\gamma\) but still long enough for its spectrum to excite one resonance. It therefore fills the ring suddenly, at \(t=0\), after which the pump field falls as \(e^{-\gamma t}\). Spontaneous four-wave mixing destroys two pump photons, so the coupling that creates a pair is proportional to the square of this field:
\[
H(t)=\hbar\Lambda_0e^{-2\gamma t}\left(b_s^\dagger b_i^\dagger+b_sb_i\right),\qquad t>0 .
\]
Here \(b_s\) and \(b_i\) remove a signal or idler photon from the ring, in frames rotating at their resonance frequencies.

A pair created at \(t'\) has amplitude \(-i\Lambda_0e^{-2\gamma t'}dt'\). The signal amplitude then decays by \(e^{-\gamma(t_s-t')}\) until it leaves at \(t_s\), and coupling to the bus supplies a factor \(\sqrt{2\kappa_e}\). The idler behaves likewise. Creation must precede both departures, so the joint temporal amplitude in the bus is
\[
\begin{aligned}
\psi(t_s,t_i)&=-2i\kappa_e\Lambda_0\int_0^{\min(t_s,t_i)}
e^{-2\gamma t'}e^{-\gamma(t_s-t')}e^{-\gamma(t_i-t')}\,dt'\\
&=-2i\kappa_e\Lambda_0\,e^{-\gamma(t_s+t_i)}\min(t_s,t_i).
\end{aligned}
\]
The pump factor \(e^{-2\gamma t'}\) has cancelled the factor \(e^{+2\gamma t'}\) from the two photon decays. It occurs because the two photon decay rates add up to twice the pump rate, as they do for equal linewidths. The factor \(\min(t_s,t_i)\) carries the correlation: the earlier departure limits the possible creation times.

The same state can be read in frequency. With the convention \(\int dt\,e^{i\omega t}\), a field \(e^{-\gamma t}\) starting at zero transforms to \(1/(\gamma-i\omega)\). Its square transforms to \(1/(2\gamma-i\Omega)\), and the product rule for Fourier transforms gives
\[
\int_{-\infty}^{\infty}\frac{d\omega}{(\gamma-i\omega)[\gamma-i(\Omega-\omega)]}
=\frac{2\pi}{2\gamma-i\Omega}.
\]
Writing \(t_s=t'+u\), \(t_i=t'+v\) in the transform of \(\psi\) separates the integrals over \(t'\), \(u\) and \(v\), so that
\[
\widetilde\psi(\omega_s,\omega_i)\propto
\frac{1}{(\gamma-i\omega_s)(\gamma-i\omega_i)[2\gamma-i(\omega_s+\omega_i)]}.
\]
The first two factors separate. The last does not: even a flat incident spectrum is filtered by the pump resonance.

Suppose the idler is detected without resolving its time or frequency. The signal state, given that the signal is in the bus, follows by tracing over the idler. Constants cancel on normalization, so define
\[
K(s,t)=e^{-\gamma(s+t)}\min(s,t),\qquad
\rho=\frac{K^2}{\operatorname{Tr}K^2},\qquad
P=\operatorname{Tr}\rho^2=\frac{\operatorname{Tr}K^4}{(\operatorname{Tr}K^2)^2}.
\]
Products of \(K\) mean integration over the intermediate time. The kernel is real and symmetric. It is also positive, because \(\min(s,t)=\int_0^\infty\theta(s-r)\theta(t-r)dr\), with \(\theta\) the unit step, and hence
\[
\iint f^*(s)K(s,t)f(t)\,ds\,dt=
\int_0^\infty\left|\int_r^\infty e^{-\gamma t}f(t)\,dt\right|^2dr\ge0 .
\]
Its orthonormal eigenfunctions are therefore the Schmidt modes of both photons, and its eigenvalues \(\lambda_n\) are the unnormalized Schmidt amplitudes.

To find them, put \(f(s)=e^{-\gamma s}u(s)\) in \(Kf=\lambda f\), cancel \(e^{-\gamma s}\), and split the integral at \(t=s\):
\[
\lambda u(s)=\int_0^s t e^{-2\gamma t}u(t)\,dt
+s\int_s^\infty e^{-2\gamma t}u(t)\,dt .
\]
On differentiation the two terms from the moving limits, \(\pm se^{-2\gamma s}u(s)\), cancel. A second differentiation acts on the remaining lower limit:
\[
\lambda u'(s)=\int_s^\infty e^{-2\gamma t}u(t)\,dt,\qquad
\lambda u''(s)=-e^{-2\gamma s}u(s).
\]
A zero eigenvalue would force \(u=0\), so \(\lambda>0\). The undifferentiated equation gives \(u(0)=0\), and the first derivative gives \(u'(\infty)=0\).

Now let \(x=e^{-\gamma s}\). Since \(d/ds=-\gamma x\,d/dx\), we have \(u''=\gamma^2(x^2u_{xx}+xu_x)\). Dividing the differential equation by \(\lambda\gamma^2x^2\) leaves
\[
u_{xx}+\frac1x u_x+\frac{1}{\lambda\gamma^2}u=0 .
\]
This is Bessel's equation of order zero in \(z=x/(\gamma\sqrt\lambda)\). At late times \(z\to0\), where \(Y_0\) varies as \((2/\pi)\ln z\), which is linear in \(s\) with a nonzero slope. The condition \(u'(\infty)=0\) removes it. The solution \(J_0=1-z^2/4+\cdots\) is allowed. The condition at \(s=0\), where \(x=1\), then requires \(1/(\gamma\sqrt\lambda)\) to be a positive zero \(j_n\) of \(J_0\):
\[
u_n=J_0(j_ne^{-\gamma s}),\qquad \lambda_n=\frac{1}{\gamma^2j_n^2}.
\]

For the normalization, write the equation as \((xu')'+j_n^2xu=0\), with primes now denoting \(d/dx\), and multiply by \(2xu'\). This gives \([(xu')^2]'+j_n^2x^2(u^2)'=0\). Integrating from 0 to 1, by parts in the second term and with \(u(1)=0\), yields
\[
\int_0^1xu_n^2dx=\frac{u_n'(1)^2}{2j_n^2}=\frac{J_1(j_n)^2}{2},
\]
because \(u_n'(1)=-j_nJ_1(j_n)\). Since \(ds=-dx/(\gamma x)\), the squared norm of \(e^{-\gamma s}u_n\) is \(J_1(j_n)^2/(2\gamma)\), and the normalized modes are
\[
f_n(s)=\frac{\sqrt{2\gamma}}{|J_1(j_n)|}\,e^{-\gamma s}J_0(j_ne^{-\gamma s}).
\]

Schmidt probabilities are proportional to the squares of the amplitudes. With \(S_k=\sum_nj_n^{-2k}\),
\[
p_n=\frac{j_n^{-4}}{S_2},\qquad P=\sum_np_n^2=\frac{S_4}{S_2^2}.
\]
The sums can be found without knowing the zeros. It is useful to do this for a Bessel function of order \(\mu>-1\), since another order will appear below. Remove the power \(z^\mu\) from \(J_\mu(z)\), set \(w=z^2\), and scale the remaining series to \(g(0)=1\). Its coefficients satisfy \((k+1)(k+\mu+1)c_{k+1}=-c_k/4\), which is equivalent to
\[
wg''+(\mu+1)g'+\tfrac14g=0 .
\]
The function also has the product form \(g=\prod_n(1-w/j_n^2)\), where \(j_n\) now denotes the positive zeros of \(J_\mu\). Its logarithmic derivative is therefore
\[
R\equiv-\frac{g'}{g}=\sum_n\frac{1}{j_n^2-w}=\sum_{k\ge1}S_kw^{k-1}.
\]
Because \(g''/g=R^2-R'\), the differential equation becomes \(w(R^2-R')-(\mu+1)R+1/4=0\). Its constant term and the coefficient of \(w^{k-1}\) give
\[
(\mu+1)S_1=\tfrac14,\qquad
(\mu+k)S_k=\sum_{a=1}^{k-1}S_aS_{k-a}\quad(k\ge2).
\]
For \(\mu=0\) this gives in turn
\[
S_1=\frac14,\qquad S_2=\frac{S_1^2}{2}=\frac1{32},\qquad
S_3=\frac{2S_1S_2}{3}=\frac1{192},
\]
\[
S_4=\frac{2S_1S_3+S_2^2}{4}
=\frac14\left(\frac1{384}+\frac1{1024}\right)=\frac{11}{12288}.
\]
The purity is therefore
\[
P=\frac{11}{12288}\,(32)^2=\frac{11}{12}=0.9167,
\]
and the Schmidt number is \(1/P=12/11=1.091\).

The traces also follow directly from the kernel, with no Bessel function. Set \(\gamma=1\), which leaves \(P\) unchanged. By symmetry,
\[
\operatorname{Tr}K^2=2\int_0^\infty s^2e^{-2s}\int_s^\infty e^{-2t}\,dt\,ds
=\int_0^\infty s^2e^{-4s}ds=\frac1{32}.
\]
For \(s<t\), integrating over the intermediate time in the three intervals \((0,s)\), \((s,t)\), \((t,\infty)\) gives
\[
K^2(s,t)=\tfrac14e^{-s-t}\left[A(s)-se^{-2t}\right],\qquad
A=1-(1+s)e^{-2s}.
\]
Squaring and integrating over \(t\) from \(s\) to infinity leaves
\[
\operatorname{Tr}K^4=\frac18\int_0^\infty\left[\frac{A^2e^{-4s}}2
-\frac{Ase^{-6s}}2+\frac{s^2e^{-8s}}6\right]ds .
\]
The first term integrates to \(1/8-7/36+41/512\), the second to \(-1/72+5/512\), and the third to \(1/1536\). Their sum is \(11/1536\), so \(\operatorname{Tr}K^4=11/12288\), as before.

The individual probabilities show how little mixing there is. The first zero, \(j_1=2.40483\), gives \(p_1=32/j_1^4=0.957\). The next three are 0.0345, 0.0057 and 0.0017. The first mode alone contributes \(p_1^2=0.915\) to the purity, and the second nearly all the rest.

Critical coupling has not entered this ratio, because \(\kappa_e\) multiplies the whole amplitude. It matters for a different quantity. Given an idler in the bus, its partner reaches the bus with probability \(\kappa_e/\gamma=1/2\) and is otherwise lost. Including the vacuum component, the heralded state is half vacuum and half \(\rho\), with
\[
\operatorname{Tr}\rho_{\rm full}^2=\frac14+\frac14\cdot\frac{11}{12}=\frac{23}{48}=0.479 .
\]
The value 11/12 describes the photon when it is present.

What does fix 11/12 is the ratio of the three linewidths, here 1:1:1. To vary one of them, let the pump field decay at \(r\gamma\), while signal and idler keep \(\gamma\). The exponentials in the creation integral no longer cancel, and \(\min(s,t)\) is replaced by \(G(\min(s,t))\), where \(G'(t)=e^{-2(r-1)\gamma t}\) and \(G(0)=0\). The first derivative of the eigenvalue equation is now \(\lambda u'=G'\int_s^\infty e^{-2\gamma t}u\,dt\). Dividing by \(G'\) and differentiating again gives
\[
u''+2(r-1)\gamma u'+\frac{e^{-2r\gamma s}}{\lambda}u=0 .
\]
Put \(u=e^{-(r-1)\gamma s}v\) to remove the first derivative, and then \(x=e^{-r\gamma s}\):
\[
x^2v_{xx}+xv_x+\left[\frac{x^2}{r^2\gamma^2\lambda}
-\left(\frac{r-1}{r}\right)^2\right]v=0 .
\]
The late-time condition is \(u'/G'\to0\). A solution \(v\sim x^{\mu}\) with \(\mu=(1-r)/r\) makes \(u\) approach a constant with corrections of order \(e^{-2r\gamma s}\), so \(u'/G'\) falls as \(e^{-2\gamma s}\). For \(r\ne1\) the other solution leaves \(u'/G'\) finite and is rejected. The modes thus contain \(J_\mu\), and \(u(0)=0\) again selects its zeros, with \(\lambda_n\propto j_n^{-2}\).

The recursion now gives \(S_2=S_1^2/(\mu+2)\) and \(S_3=2S_1^3/[(\mu+2)(\mu+3)]\), and then
\[
S_4=\frac{S_1^4}{\mu+4}\left[\frac{4}{(\mu+2)(\mu+3)}+\frac1{(\mu+2)^2}\right]
=\frac{S_1^4(5\mu+11)}{(\mu+2)^2(\mu+3)(\mu+4)} .
\]
Dividing by \(S_2^2\) and inserting \(\mu=1/r-1\),
\[
P(r)=\frac{5\mu+11}{(\mu+3)(\mu+4)}
=\frac{r(6r+5)}{(2r+1)(3r+1)}
=1-\frac1{(2r+1)(3r+1)} .
\]
At \(r=1\) the deficit is \(1/12\). Doubling the pump linewidth gives \(P=34/35=0.971\); halving it gives 0.800. Computing the traces from the kernel on a time grid reproduces both to the four printed digits. For \(r\to\infty\) all pairs are born almost at once, \(G\) becomes constant, and the purity tends to one. For \(r\to0\) the pump lingers, the birth time becomes uncertain over many photon lifetimes, and the purity tends to zero. Thus 11/12 is the short-pulse value for equal linewidths and not a bound on microring sources.

The example is a ring of radius \(R=10\) µm, group index \(n_g=4.2\) and loaded quality factor \(Q=10^5\) at 1550 nm. Its decay rate is \(\gamma=\omega/(2Q)=6.08\ \mathrm{ns}^{-1}\), and its energy lifetime is \(1/(2\gamma)=82\) ps. The free spectral range, \(c/(2\pi Rn_g)=1136\) GHz, greatly exceeds the 88 GHz bandwidth of a 5 ps Gaussian pulse, so the pulse can be short and still address one resonance.

For a Gaussian power profile of full width \(T\), write the incident field as \(\sqrt{P_0}e^{-t^2/2\tau^2}\), with \(\tau=T/(2\sqrt{\ln2})=3.0\) ps. The pulse energy is \(E=\sqrt\pi\,\tau P_0\), and the squared field area is \(2\pi\tau^2P_0=2\sqrt\pi\,\tau E\). Multiplication by \(2\kappa_e=\gamma\) gives the stored energy:
\[
U=2\sqrt\pi\,\gamma\tau E=12.9\ \mathrm{fJ}\quad\text{for }E=0.2\ \mathrm{pJ}.
\]
This energy passes a given point once per round trip, so the circulating power is \(12.9\ \mathrm{fJ}\times1136\ \mathrm{GHz}=14.7\) mW. With a nonlinear parameter of \(203\ \mathrm{W^{-1}m^{-1}}\) and group velocity \(v_g=c/n_g\), the coupling is \(\Lambda_0/\gamma=203\times0.0147\,v_g/\gamma=0.035\). The squared norm of \(\psi\) gives the probability of a pair in the bus:
\[
\frac{(2\kappa_e\Lambda_0)^2}{32\gamma^4}=\frac{\Lambda_0^2}{32\gamma^2}=3.8\times10^{-5}.
\]
Including lost photons, the total is four times larger, \(1.5\times10^{-4}\) per pulse. Multiple pairs are therefore rare. Pairs made in the bus waveguide are outside the model, and they need not be negligible, because the peak power of this pulse in the bus, \(E/(\sqrt\pi\,\tau)=38\) mW, exceeds the circulating power. With 100 GHz filters around signal and idler, 1 mm of the same waveguide after the coupler adds about \(1.3\times10^{-5}\) pairs per pulse, and 0.3 mm already lowers the purity to about 0.86. The values quoted here therefore assume a very short bus or filters not much wider than the resonances.

The neglected phases enter through the same function \(G\). Let \(\Delta=\omega_s+\omega_i-2\omega_p\) be the mismatch of the resonance frequencies. Creation at \(t'\) then carries the phase \(e^{i\Delta t'}\). For the two resonances adjacent to the pump, \(\Delta=-v_g\beta_2D_1^2\), where \(D_1=2\pi\times1136\) GHz and \(\beta_2\) is the group-velocity dispersion. A rough size \(|\beta_2|=1\ \mathrm{ps^2/m}\) gives \(|\Delta|=0.60\gamma\). This is not a small mismatch, yet the calculated purity falls only to 0.9153. The mismatch grows as the square of the mode separation, so this small loss cannot be assumed for distant pairs.

The Kerr effect shifts the pump phase by \(N(t)=\int_0^t\Lambda\,dt'\), where \(\Lambda(t)\) is the instantaneous coupling, and each photon phase at twice that rate. Two pump fields contribute \(2N(t')\) at creation, while the photons contribute \(2[N(t_s)-N(t')]+2[N(t_i)-N(t')]\). The terms in \(t_s\) and \(t_i\) only redefine the modes; the phase left in the creation integral is \(-2N(t')\). Its size is at most \(\Lambda_0/\gamma=0.035\) rad. Kerr phases and two-photon absorption together give 0.9164. Adding dispersion gives 0.9152 for the anomalous sign and 0.9148 for the normal sign. In the anomalous case \(\Delta t'\) opposes \(-2N(t')\). This alone would raise the purity slightly above its dispersion-only value, but two-photon absorption offsets the gain. The grid error, about \(3\times10^{-5}\) in the ideal purity, is well below the difference of \(4\times10^{-4}\) between the two signs of dispersion.

An index change common to all three resonances acts differently. If its accumulated phase is \(\chi(t)\), the pump contributes \(2\chi(t')\) and the two photons contribute \(-2\chi(t')\), apart from terms in the departure times. The creation phase cancels. The free-carrier shift therefore leaves the purity unchanged insofar as it is common; carrier absorption is not included. Its size is known only roughly: a single pulse leaves \(1.7\times10^{13}\ \mathrm{cm^{-3}}\), far below the densities at which the empirical index law was fitted. That law gives \(0.017\gamma\), while a Drude estimate gives about \(0.002\gamma\), and build-up of carriers over successive pulses is not counted. A slow temperature drift also moves the three resonances nearly together. It reaches one linewidth after 0.23 K, which matters for fixed narrow filters, while the 88 GHz pump still covers the resonance.

These parameters are rough values for a silicon strip-waveguide ring. Critical coupling at this \(Q\) corresponds to a propagation loss of 3.7 dB/cm, a plausible figure for a small ring. Real rings can depart from the assumption of equal linewidths, since couplers depend on wavelength and backscattering can split individual resonances. For a small change of the pump linewidth alone,
\[
\left.\frac{dP}{dr}\right|_{r=1}=\left.\frac{12r+5}{(6r^2+5r+1)^2}\right|_{r=1}=\frac{17}{144}=0.118,
\]
so a 10% change moves the purity by about 0.012, several times the combined loss of 0.002 found above for dispersion and nonlinear effects. A coupler that varies smoothly with wavelength acts differently: it moves the signal and idler linewidths in opposite directions about the pump's, and changes of +10% and −10% alter the purity by less than 0.001. Split resonances need a model with more modes, and Raman or detector noise would add counts outside the pure-pair state. Within the stated model, a broader pump resonance raises the purity when the signal and idler linewidths are held fixed and the pulse remains short compared with both the pump and photon lifetimes. The numerical output gives the remaining inputs and intermediate values.

## Calculated quantities

```
Purity, exact sums over zeros: 11/12 = 0.916667
Sum j^-4 = 1/32, sum j^-8 = 11/12288
Exact traces of kernel: Tr K^2 = 1/32, Tr K^4 = 11/12288
Purity from joint spectrum matrix: 0.91672
Purity from time kernel matrix: 0.91664
Schmidt number: 1.0909
Mode 1: zero j = 2.40483, p = 0.956788
Mode 2: zero j = 5.52008, p = 0.034464
Mode 3: zero j = 8.65373, p = 0.005706
Mode 4: zero j = 11.79153, p = 0.001655
Tr rho^2 with vacuum, efficiency 1/2: 0.4792
Pump linewidth ratio 0.5: matrix 0.8000, law 0.8000
Pump linewidth ratio 2.0: matrix 0.9714, law 0.9714
Pump linewidth ratio 4.0: matrix 0.9914, law 0.9915
Wavelength: 1550 nm; radius: 10 um
Group index: 4.2; loaded Q: 100000
Propagation loss at critical coupling: 3.70 dB/cm
Field decay rate: 6.076 1/ns
Energy lifetime: 82.3 ps
Loaded linewidth: 1.934 GHz = 15.5 pm
Free spectral range: 1136 GHz
Pump pulse: 5 ps FWHM, 0.2 pJ, bandwidth 88.3 GHz
Kerr index: 5.0e-14 cm2/W; TPA: 0.50 cm/GW
Mode area: 0.10 um2; nonlinear parameter: 203 1/(W m)
Stored pump energy: 12.94 fJ
Initial circulating power: 14.70 mW
Initial Kerr shift / field decay rate: 0.0350
TPA-to-Kerr ratio: 0.123
Pairs per pulse, all outputs: 1.530e-04
Pairs per pulse, moment equations: 1.530e-04
Pairs per pulse, both photons in bus: 3.826e-05
Purity with 5 ps pulse: 0.91662
Purity with 20 ps pulse: 0.91568
Purity with 50 ps pulse: 0.90741
Purity with 200 ps pulse: 0.79348
Dispersion size |beta2|: 1.0 ps2/m
Adjacent-mode mismatch / field decay rate: 0.599
Purity with dispersion only: 0.91525
Purity with Kerr and TPA only: 0.91638
Purity, anomalous dispersion + Kerr + TPA: 0.91519
Purity, normal dispersion + Kerr + TPA: 0.91479
Free-carrier density per pulse: 1.73e+13 cm^-3
Free-carrier shift / field decay rate: 0.0165
Thermo-optic coefficient: 1.8e-04 1/K
Thermal resonance drift: 66.4 pm/K
Temperature change for one linewidth: 0.233 K
```
